# Transconductance efficiency as a function of inversion coefficient in long-channel transistors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Charge and current in the channel

A transistor that amplifies a small signal is held at a steady drain current $I_D$, and a small change of gate voltage then changes that current at the rate $g_m=\partial I_D/\partial V_G$, the transconductance. The current costs power and the transconductance provides gain, so the ratio $g_m/I_D$ measures what the device gives for what it consumes. At very low current the electrons at the source are thermally activated over a barrier that the gate controls. The current is then nearly exponential in gate voltage and $g_m/I_D$ depends only weakly on the current. At high current, and with a drain voltage so large that the current no longer depends on it, the gate controls a charge that grows linearly with its voltage, the current is nearly quadratic, and, in a long channel with constant mobility, $g_m/I_D$ falls as the inverse square root of the current. An amplifier can also be biased between these regimes, where neither law holds. A description that follows the mobile charge continuously from one regime to the other gives the ratio in both regimes and between them.

**The device and its variables.** Consider an n-channel transistor on a uniformly doped p-type body. The channel has length $L$ along $x$, from source to drain, and width $W$. It is long enough for the potential to vary much more slowly along $x$ than with depth $y$. The charge at each $x$ then follows from a one-dimensional problem in $y$, which is the gradual-channel approximation.

The algebra is in atomic units, with $e=\hbar=1$ and $4\pi\varepsilon_0=1$. Voltages are therefore energies, and the thermal voltage is the thermal energy $U=k_BT$. All voltages are measured from the body. The surface potential $\psi(x)$ is the electrostatic potential at the semiconductor surface relative to the deep body. The quasi-Fermi potential $V(x)$ of the electrons equals $V_S$ at the source and $V_D$ at the drain, with $V_D>V_S$. It does not vary with depth, because no current flows along $y$. The mobile electrons have charge $-Q$ per unit area, so that $Q>0$.

**Charge balance under the gate.** An oxide of thickness $t$ and relative permittivity $\kappa$ separates the gate from the body. In atomic units a sheet charge $\sigma$ on the gate gives an oxide field $4\pi\sigma/\kappa$, and the voltage across the oxide is this field times $t$. The capacitance per area is therefore

$$C=\frac{\kappa}{4\pi t}.\tag{1}$$

The voltage across the oxide is $V_G-V_{FB}-\psi$, where the flat-band voltage $V_{FB}$ absorbs the work-function difference and any fixed oxide charge. The gate charge $C(V_G-V_{FB}-\psi)$ balances two negative charges in the semiconductor: the mobile charge $Q$ and the charge $Q_B$ of the ionized acceptors.

To find $Q_B$, let the acceptor density be $N$ and the body permittivity $\kappa_b$, and suppose that holes are absent down to a depth $w$. The charge density there is $-N$, so Poisson's equation for the potential $\phi(y)$ is $\phi''=4\pi N/\kappa_b$. With $\phi=\phi'=0$ at $y=w$ the solution is $\phi=(2\pi N/\kappa_b)(w-y)^2$. At the surface this gives $\psi=2\pi Nw^2/\kappa_b$, and hence

$$Q_B=Nw=\sqrt{\frac{\kappa_bN\psi}{2\pi}}=\gamma C\sqrt{\psi},\qquad \gamma=\frac1C\sqrt{\frac{\kappa_bN}{2\pi}}.\tag{2}$$

The charge balance is then

$$Q=C\left(V_G-V_{FB}-\psi-\gamma\sqrt{\psi}\right).\tag{3}$$

**Linearisation.** For a given gate voltage there is a surface potential $\psi_P$, the pinch-off potential, at which (3) gives no mobile charge:

$$V_G-V_{FB}=\psi_P+\gamma\sqrt{\psi_P}.\tag{4}$$

Inserting (4) in (3) gives

$$Q=C\left[(\psi_P-\psi)+\gamma(\sqrt{\psi_P}-\sqrt{\psi})\right]
=C(\psi_P-\psi)\left[1+\frac{\gamma}{\sqrt{\psi_P}+\sqrt{\psi}}\right].$$

The second form uses $\psi_P-\psi=(\sqrt{\psi_P}-\sqrt\psi)(\sqrt{\psi_P}+\sqrt\psi)$. When $\psi$ is close to $\psi_P$ on the scale of $\psi_P$ itself, the denominator is nearly $2\sqrt{\psi_P}$, and

$$Q=nC(\psi_P-\psi),\qquad n=1+\frac{\gamma}{2\sqrt{\psi_P}}.\tag{5}$$

The slope factor $n$ exceeds one because a rise of surface potential also uncovers more acceptors. The same factor relates pinch-off potential to gate voltage: differentiating (4) gives $dV_G/d\psi_P=1+\gamma/(2\sqrt{\psi_P})=n$.

The factor varies slowly with gate voltage. The compact model replaces it by a constant, evaluated at a reference potential $\psi_0$ that is defined below. With the threshold voltage $V_T=V_{FB}+\psi_0+\gamma\sqrt{\psi_0}$, which is the gate voltage at which $\psi_P=\psi_0$, this gives

$$\psi_P=\psi_0+\frac{V_G-V_T}{n},\qquad \frac{d\psi_P}{dV_G}=\frac1n,\qquad n=1+\frac{\gamma}{2\sqrt{\psi_0}}.\tag{6}$$

From here on $n$ is this constant.

**Thermal occupation.** The mobile charge also obeys statistics. For non-degenerate electrons the density is proportional to $e^{(\phi-V)/U}$: a higher electrostatic potential lowers the energy of an electron, and a higher $V$ lowers its electrochemical energy. Define $\psi_0$ as the potential at which the electron density equals $N$ when $V=0$. The density is then $N e^{(\phi-\psi_0-V)/U}$, and Poisson's equation with both negative charges is

$$\phi''=\frac{4\pi N}{\kappa_b}\left[1+e^{(\phi-\psi_0-V)/U}\right].$$

Multiply by $2\phi'$ and integrate from the edge of the depleted layer, where $\phi$ and $\phi'$ vanish, to the surface. The exponential at the lower limit is negligible, which leaves

$$(\phi')^2=\frac{8\pi N}{\kappa_b}\left[\psi+U\,e^{(\psi-\psi_0-V)/U}\right].$$

By Gauss's law the total negative charge per area is $\kappa_b|\phi'|/4\pi$. Since $(\kappa_b/4\pi)^2(8\pi N/\kappa_b)=\kappa_bN/2\pi=\gamma^2C^2$, subtraction of the acceptor charge (2) gives

$$Q=\gamma C\left[\sqrt{\psi+U\,e^{(\psi-\psi_0-V)/U}}-\sqrt{\psi}\right].\tag{7}$$

Equations (3) and (7) together form the unlinearised charge-sheet model, which serves later as a standard of comparison. The name refers to the treatment of the mobile electrons as a thin sheet at the surface, above a depletion charge fixed by $\psi$.

The compact model simplifies (7) as well. When the exponential term is small compared with $\psi$, the first square root is $\sqrt\psi+U e^{(\psi-\psi_0-V)/U}/(2\sqrt\psi)$ to first order. Replacing the slowly varying $\sqrt\psi$ in the denominator by $\sqrt{\psi_0}$ gives

$$Q=A\,e^{(\psi-\psi_0-V)/U},\qquad A=\frac{\gamma CU}{2\sqrt{\psi_0}}.\tag{8}$$

The compact model uses (8) at all currents. In strong inversion the prefactor is no longer accurate. It enters the potential through its logarithm multiplied by $U$, however, while the charge term in the potential has by then become large compared with $U$.

**The charge law.** Equations (5) and (8) are two relations between $Q$ and $\psi$. Solving each for $\psi$ gives

$$\psi=\psi_P-\frac{Q}{nC},\qquad \psi=\psi_0+V+U\ln\frac QA.$$

Equating them eliminates the surface potential:

$$\psi_P-\psi_0-V=\frac{Q}{nC}+U\ln\frac{Q}{A}.$$

Define the dimensionless charge

$$q=\frac{Q}{2nCU}.\tag{9}$$

Then $Q/(nC)=2Uq$, and $Q/A=q\,(2nCU)/A=q\,(4n\sqrt{\psi_0}/\gamma)$. After division by $U$,

$$\frac{\psi_P-\psi_0-V}{U}=2q+\ln q+\ln\frac{4n\sqrt{\psi_0}}{\gamma}.\tag{10}$$

The logarithm rules when $q$ is small, and the charge is then exponential in the voltages. The term $2q$ rules when $q$ is large, and the charge is then nearly linear in them. A small change $dq$ changes the right side by $(2+1/q)\,dq$, so the two responses are equal at $q=1/2$. The factor 2 in (9) is chosen so that the current will have unit coefficients.

**The current.** An electron has charge $-1$ and is pushed towards higher $\psi$, with drift velocity $\mu\,d\psi/dx$, where $\mu$ is the mobility. Diffusion carries electrons towards lower density with diffusion constant $\mu U$, by the Einstein relation. Electrons that travel from source to drain form a conventional current into the drain terminal, which is counted as positive. Hence

$$I_D=\mu W\left(Q\frac{d\psi}{dx}-U\frac{dQ}{dx}\right).\tag{11}$$

Differentiating the logarithm of (8) along the channel gives $d\psi/dx=dV/dx+(U/Q)\,dQ/dx$. Inserted in (11), its second term cancels the diffusion term, and $I_D=\mu WQ\,dV/dx$. In the steady state $I_D$ is the same at every $x$, if no current leaks out of the channel. With constant $\mu$, integration over the length gives

$$I_D=\frac{\mu W}{L}\int_{V_S}^{V_D}Q\,dV.\tag{12}$$

At fixed gate voltage $\psi_P$ is fixed, and (10) gives $dV=-U(2+1/q)\,dq$. Let $q_s$ and $q_d$ be the values of $q$ at source and drain. Then

$$\int_{V_S}^{V_D}Q\,dV=-2nCU^2\int_{q_s}^{q_d}q\left(2+\frac1q\right)dq
=2nCU^2\int_{q_d}^{q_s}(2q+1)\,dq,$$

where the minus sign has been used to exchange the limits. The integral of $2q+1$ is $q^2+q$, so

$$I_D=I_{\rm spec}\left[(q_s^2+q_s)-(q_d^2+q_d)\right],\qquad I_{\rm spec}=2n\mu C\frac WL U^2.\tag{13}$$

The two powers of $q$ have separate meanings. By (5), $d\psi=-dQ/(nC)=-2U\,dq$ along the channel. The drift term of (11), integrated over $x$ and divided by $L$, is therefore

$$I_{\rm drift}=\frac{\mu W}{L}\int Q\,d\psi=\frac{\mu W}{L}\,4nCU^2\int_{q_d}^{q_s}q\,dq=I_{\rm spec}(q_s^2-q_d^2),\tag{14}$$

and the diffusion term is

$$I_{\rm diff}=\frac{\mu W}{L}\,U(Q_s-Q_d)=I_{\rm spec}(q_s-q_d).\tag{15}$$

These are averages over the channel length, since the shares of drift and diffusion vary from point to point. Their sum is (13). The current law and this division were tested against a direct numerical solution of (5) and (8), with the integrals done by quadrature, at four gate voltages and three drain voltages.

**Parameters of an example.** Take round model values: $U=0.025$ eV, $t=40$ Å, $\kappa=4$, $\kappa_b=12$, $N=3\times10^{-7}$ Å$^{-3}$, $\psi_0=0.90$ eV, $\hbar\mu=2000$ Å$^2$ and $W/L=10$. In eV and Å the squared electron charge is $e^2=14.40$ eV Å, and it must be restored in (1) and (2):

$$C=\frac{4}{4\pi(14.40)(40)}=5.526\times10^{-4}\ {\rm eV^{-1}\,Å^{-2}},$$

$$\gamma=\frac{1}{5.526\times10^{-4}}\sqrt{\frac{12\,(3\times10^{-7})}{2\pi(14.40)}}=0.361\ {\rm eV}^{1/2}.$$

The slope factor is $n=1+0.361/(2\sqrt{0.90})=1.190$. A current multiplied by $\hbar$ and divided by the electron charge is an energy, written here as $\hbar I$. From (13),

$$\hbar I_{\rm spec}=2(1.190)(2000)(5.526\times10^{-4})(10)(0.025)^2=0.0164\ {\rm eV},$$

which is 4.00 microamperes.

## 2. Efficiency as a function of current

The second half uses the following quantities. $U$ is the thermal energy, $n$ the constant slope factor, $C$ the oxide capacitance per area and $\mu$ the constant mobility. The mobile charge per area is $Q=2nCUq$, with $q=q_s$ at the source and $q=q_d$ at the drain. The pinch-off potential obeys $d\psi_P/dV_G=1/n$. The charge law (10) relates $q$ to the local quasi-Fermi potential $V$, and (13) gives the current as $I_{\rm spec}[(q_s^2+q_s)-(q_d^2+q_d)]$, with $I_{\rm spec}=2n\mu C(W/L)U^2$. Its linear part, $I_{\rm spec}(q_s-q_d)$, is the diffusion current (15). In the example $n=1.190$, $U=0.025$ eV and $\hbar I_{\rm spec}=0.0164$ eV.

**Transconductance.** The derivative $g_m=\partial I_D/\partial V_G$ is taken with $V_S$ and $V_D$ fixed. At either end of the channel, differentiation of (10) with respect to $V_G$ gives

$$\frac{1}{nU}=\left(2+\frac1q\right)\frac{\partial q}{\partial V_G},\qquad\text{so}\qquad \frac{\partial q}{\partial V_G}=\frac{1}{nU}\,\frac{q}{1+2q}.\tag{16}$$

The current contains $q^2+q$, whose derivative with respect to $q$ is $2q+1$. This factor cancels the denominator of (16):

$$\frac{\partial(q^2+q)}{\partial V_G}=(2q+1)\,\frac{1}{nU}\,\frac{q}{1+2q}=\frac{q}{nU}.$$

Since $I_{\rm spec}$ is constant in this model, the difference between source and drain gives

$$g_m=\frac{I_{\rm spec}}{nU}(q_s-q_d).\tag{17}$$

The cancellation has a simple origin. By (10) the charge depends on $\psi_P-V$ alone, so raising the gate voltage by a small amount $\delta$ has the same effect as lowering both $V_S$ and $V_D$ by $\delta/n$. According to (12), this shift of the limits adds $(\mu W/L)Q_s\,\delta/n$ to the current at the source end and removes $(\mu W/L)Q_d\,\delta/n$ at the drain end. The transconductance is thus $(\mu W/nL)(Q_s-Q_d)$, which is (17) in other symbols.

**The efficiency at any drain voltage.** The current (13) factorizes, because $q_s^2-q_d^2=(q_s-q_d)(q_s+q_d)$:

$$I_D=I_{\rm spec}(q_s-q_d)(1+q_s+q_d).$$

Dividing (17) by this expression, with $q_s\neq q_d$, gives the normalized efficiency

$$G\equiv nU\frac{g_m}{I_D}=\frac{1}{1+q_s+q_d}.\tag{18}$$

Comparison of (17) with (15) shows that $nUg_m=I_{\rm diff}$. Hence $G$ is also the fraction of the current carried by diffusion, averaged over the channel length. Both $g_m$ and $I_{\rm diff}$ are proportional to the difference between the end charges. A fall of efficiency at high current and the growth of the drift share are, in this model, the same fact. The equality was tested numerically at the same gate and drain voltages as the current law.

At any drain voltage the normalized efficiency is $G=1/(1+q_s+q_d)$, which is also the fraction of the current carried by diffusion. It remains to express the efficiency as a function of current alone, which needs a further condition, and to compare the result with the unlinearised model.

Numerical values quoted here were computed with a short program.
